# Exchange contribution to the four-spin loop estimator in valence-bond states

## Result and conventions

Spins are measured in units of $\hbar$, so every number below is dimensionless. A valence-bond state of $N$ spins 1/2 is a product of normalized two-site singlets in which each site belongs to one bond. Take two such states, $|v\rangle$ and $|w\rangle$, and draw the bonds of both on the same set of sites. Each site then has one bond from $v$ and one from $w$, so the drawing consists of closed loops along which the two kinds of bond alternate. This drawing is the transition graph. A bond common to both states forms a loop of two sites. Every loop has an even number of sites, so a sign $\eta_r=\pm1$ can be assigned that changes from each site to the next along the loop.

**Theorem.** Let $i\neq j$ and $k\neq l$. If $i,k$ lie on one loop of the transition graph and $j,l$ lie on a different loop, then

$$
\frac{\langle v|(\mathbf S_i\cdot\mathbf S_j)(\mathbf S_k\cdot\mathbf S_l)|w\rangle}{\langle v|w\rangle}
=\frac{3}{16}\,\eta_i\eta_k\,\eta_j\eta_l .
$$

The same formula holds if $i,l$ share one loop and $j,k$ share another. The coincidences $i=k$ and $j=l$ are allowed.

The overall sign of $\eta$ on a loop is arbitrary, but it drops out, because each loop contributes two factors of $\eta$. No bipartite lattice is assumed. The left side is a ratio of matrix elements between two states, called the estimator below; it becomes an expectation value after a weighted average over pairs of states, or when $v=w$.

Under the same conditions $\mathbf S_i\cdot\mathbf S_j$ alone has estimator zero, and so does $\mathbf S_k\cdot\mathbf S_l$. The product of these zeros is not the estimator of the product, because the two operators act on the same pair of loops.

## A loop as a trace

Bonds never connect different loops, so both states are products over loops. A matrix element of a product of site operators is therefore a product of one factor per loop, and it suffices to evaluate a single loop.

Write the singlet on sites $(p,q)$ as

$$
\frac{1}{\sqrt2}\sum_{s,t}E_{st}|s\rangle_p|t\rangle_q,\qquad
E=i\sigma^y=\begin{pmatrix}0&1\\-1&0\end{pmatrix},
$$

where the indices run over up and down. Exchanging $p$ and $q$ reverses the sign of the state. Such a reversal changes the numerator and the denominator of the estimator alike, so orientations can be chosen freely in computing the ratio.

**Lemma 1.** Number the sites of a loop $1,2,\dots,2n$ in order, with ket bonds $(1,2),(3,4),\dots$ and bra bonds $(3,2),(5,4),\dots,(1,2n)$. Let $A_r$ be any $2\times2$ matrix acting on site $r$. The loop's factor is

$$
M=2^{-n}\,\mathrm{Tr}\left(A_1\tilde A_2A_3\tilde A_4\cdots A_{2n-1}\tilde A_{2n}\right),\qquad
\tilde A=EA^{T}E^{T}.
$$

*Proof.* There are $n$ ket bonds and $n$ bra bonds, each with a factor $1/\sqrt2$, which gives $2^{-n}$. Let $s_r$ be the ket index and $s'_r$ the bra index of site $r$. The operator on site $r$ supplies $(A_r)_{s'_rs_r}$. Since $E$ is real, no complex conjugation appears in the bra. Following the loop from site 1, the factors are

$$
(A_1)_{s'_1s_1}\,E_{s_1s_2}\,(A_2)_{s'_2s_2}\,E_{s'_3s'_2}\,(A_3)_{s'_3s_3}\cdots E_{s'_1s'_{2n}} .
$$

To read this as a matrix product, adjacent indices must match. This requires writing $(A_2)_{s'_2s_2}=(A_2^T)_{s_2s'_2}$ and $E_{s'_3s'_2}=(E^T)_{s'_2s'_3}$, and similarly at every even site. The sum becomes

$$
\mathrm{Tr}\left(A_1\,E A_2^TE^T\,A_3\,EA_4^TE^T\cdots\right),
$$

closed by the last bra bond, which returns to the index $s'_1$. $\square$

**Overlap.** With every $A_r=1$, the relation $EE^T=1$ gives $M=2^{-n}\,\mathrm{Tr}\,1=2^{1-n}$. Multiplying over loops, and using that the numbers $n$ add up to $N/2$,

$$
|\langle v|w\rangle|=2^{N_{\rm loops}-N/2}.
$$

The overlap never vanishes, so the estimator is always defined. Its sign depends on the bond orientations.

**Spin matrices at even positions.** Because $E=i\sigma^y$ and $E^T=-i\sigma^y$, one has $EXE^T=\sigma^yX\sigma^y$. For $x$ and $z$ the transpose does nothing, and anticommutation gives $\sigma^y\sigma^{x,z}\sigma^y=-\sigma^{x,z}$. For $y$ the transpose gives $(\sigma^y)^T=-\sigma^y$, hence $-\sigma^y\sigma^y\sigma^y=-\sigma^y$. In all three cases

$$
E(\sigma^a)^TE^T=-\sigma^a .
$$

A spin operator $S^a=\sigma^a/2$ thus enters the trace as $\eta_r\sigma^a/2$, with $\eta_r=+1$ at odd and $-1$ at even positions. This is the alternating sign of the theorem. It expresses the fact that the two spins of a singlet are opposite: $(S_p^a+S_q^a)$ annihilates the singlet on $(p,q)$.

## One and two spins on a loop

Denote by $\langle O\rangle_{\rm loop}$ the loop factor with $O$ inserted, divided by the factor $2^{1-n}$ without it. This division turns $2^{-n}\,\mathrm{Tr}$ into $\tfrac12\mathrm{Tr}$.

**Lemma 2.** For sites $i,k$ on the same loop,

$$
\langle S_i^a\rangle_{\rm loop}=0,\qquad
\langle S_i^aS_k^b\rangle_{\rm loop}=\frac{\eta_i\eta_k}{4}\,\delta_{ab}.
$$

*Proof.* The first statement is $\tfrac12\eta_i\,\mathrm{Tr}(\sigma^a)/2=0$. For $i\ne k$, the second is

$$
\frac{\eta_i\eta_k}{4}\cdot\frac12\mathrm{Tr}(\sigma^a\sigma^b)=\frac{\eta_i\eta_k}{4}\delta_{ab}.
$$

If the loop meets $k$ before $i$, the matrices appear in the opposite order, which does not alter the trace of two matrices.

For $i=k$ the operator on one site is $S^aS^b=\sigma^a\sigma^b/4$. At an odd position it enters as it stands. At an even position,

$$
E(\sigma^a\sigma^b)^TE^T
=\left[E(\sigma^b)^TE^T\right]\left[E(\sigma^a)^TE^T\right]
=\sigma^b\sigma^a,
$$

where $E^TE=1$ was inserted between the transposed factors. Either order has half-trace $\delta_{ab}$, and $\eta_i^2=1$, so the formula stands. $\square$

Setting $b=a$ and summing gives the two-spin estimator: $\tfrac34\eta_i\eta_j$ if $i,j$ share a loop. If they lie on different loops, each term $S_i^aS_j^a$ factors into two vanishing one-spin factors, and the estimator is zero.

## Proof of the theorem

Write out both scalar products with separate component labels:

$$
(\mathbf S_i\cdot\mathbf S_j)(\mathbf S_k\cdot\mathbf S_l)
=\sum_{a,b}S_i^aS_j^aS_k^bS_l^b
=\sum_{a,b}\left(S_i^aS_k^b\right)\left(S_j^aS_l^b\right).
$$

The second form needs $S_j^a$ and $S_k^b$ to commute. They do, since $j$ and $k$ are on different loops and are therefore different sites. Each bracket now acts on one loop. Factorization over loops and Lemma 2 give

$$
\sum_{a,b}\frac{\eta_i\eta_k\delta_{ab}}4\,
\frac{\eta_j\eta_l\delta_{ab}}4
=\frac{\eta_i\eta_k\eta_j\eta_l}{16}\sum_{a,b}\delta_{ab}
=\frac{3}{16}\eta_i\eta_k\eta_j\eta_l ,
$$

because $\delta_{ab}^2=\delta_{ab}$ and three diagonal terms survive. For $i,l$ on one loop and $j,k$ on the other, use $\mathbf S_k\cdot\mathbf S_l=\mathbf S_l\cdot\mathbf S_k$ and exchange the names $k$ and $l$. $\square$

The loops are independent for each fixed pair $(a,b)$. The nonzero result arises because the scalar products tie the component on one loop to the component on the other: the first loop selects $a=b$, and so does the second. This case is called the exchange class below.

**Remark 1: identical states.** Let $v=w$, with singlets on $(i,k)$ and on $(j,l)$. The estimator is then an ordinary expectation value. On this state $S_k^b$ may be replaced by $-S_i^b$, and $S_l^b$ by $-S_j^b$. The two minus signs cancel, so

$$
(\mathbf S_k\cdot\mathbf S_l)|v\rangle=(\mathbf S_i\cdot\mathbf S_j)|v\rangle,
\qquad
\langle(\mathbf S_i\cdot\mathbf S_j)(\mathbf S_k\cdot\mathbf S_l)\rangle
=\langle(\mathbf S_i\cdot\mathbf S_j)^2\rangle .
$$

The square follows from $\mathbf S_i\cdot\mathbf S_j=\tfrac12P-\tfrac14$, where $P$ exchanges the two spins and $P^2=1$:

$$
(\mathbf S_i\cdot\mathbf S_j)^2=\frac14-\frac P4+\frac1{16}
=\frac5{16}-\frac14\left(2\,\mathbf S_i\cdot\mathbf S_j+\frac12\right)
=\frac3{16}-\frac12\mathbf S_i\cdot\mathbf S_j .
$$

Since $\langle\mathbf S_i\cdot\mathbf S_j\rangle=0$ here, the value is $3/16$. It is the variance of a quantity whose mean is zero. The theorem gives the same, with $\eta_i\eta_k=\eta_j\eta_l=-1$.

**Remark 2: sign on a bipartite lattice.** Suppose every bond joins sublattice A to sublattice B. Then $\eta=+1$ on A and $-1$ on B is a valid choice on all loops at once. If $i,j$ are on opposite sublattices and so are $k,l$, the product of signs is $(\eta_i\eta_j)(\eta_k\eta_l)=(-1)(-1)=+1$, and the estimator is $+3/16$. If just one of the two pairs joins equal sublattices, it is $-3/16$.

**Remark 3: where the proof stops.** The bonds must be singlets. Replacing a singlet by a triplet puts another matrix in place of $E$, and neither the vanishing one-spin trace nor the factor $\delta_{ab}$ is then guaranteed. The overlap can also vanish, for example on a two-site loop with a singlet in one state and a triplet in the other, and the estimator is then undefined.

## The remaining loop classes

An average over transition graphs needs the estimator for every placement of the four sites.

**Proposition.** Let $\Pi=\eta_i\eta_j\eta_k\eta_l$.

- If $i,j$ share one loop and $k,l$ another, the estimator is $\tfrac9{16}\Pi$.
- If four distinct sites share one loop and the pairs $(i,j)$ and $(k,l)$ do not interlace along it, it is $\tfrac9{16}\Pi$.
- If four distinct sites share one loop and the pairs interlace, it is $-\tfrac3{16}\Pi$.
- If some loop holds just one of the four spin operators, it is zero.

*Proof.* In the first case the two scalar products act on separate loops and give $(\tfrac34\eta_i\eta_j)(\tfrac34\eta_k\eta_l)$. In the last case the one-spin factor vanishes.

For one loop, Lemma 1 gives $\Pi/16$ times half the trace of four Pauli matrices in loop order, summed over $a,b$. Without interlacing, equal labels are cyclic neighbours, and $\sum_a\sigma^a\sigma^a=3$ yields

$$
\frac12\sum_{a,b}\mathrm{Tr}(\sigma^a\sigma^a\sigma^b\sigma^b)=\frac12\cdot9\cdot2=9 .
$$

With interlacing the order is $\sigma^a\sigma^b\sigma^a\sigma^b$. At fixed $b$, the term $a=b$ in $\sum_a\sigma^a\sigma^b\sigma^a$ is $+\sigma^b$, and each of the other two is $-\sigma^b$ by anticommutation. The sum is $-\sigma^b$, so

$$
\frac12\sum_{a,b}\mathrm{Tr}(\sigma^a\sigma^b\sigma^a\sigma^b)
=-\frac12\sum_b\mathrm{Tr}(\sigma^b\sigma^b)=-3 .\qquad\square
$$

Together with the theorem, these cases cover all placements of four distinct sites: four operators on one loop, two on each of two loops, or some loop with a single operator. If sites coincide while all operators lie on one loop, the order of the matrices on the shared site matters, and Lemma 1 must be applied directly.

The classes were tested against full state vectors for 60 random pairs of bond patterns on eight spins, without any sublattice restriction. The 5472 matrix elements in the exchange class, and those in the other classes, agreed with the formulas within $10^{-11}$.

## Averages and distance dependence

For a state $|\Psi\rangle=\sum_vc_v|v\rangle$, inserting the expansion in bra and ket gives

$$
\frac{\langle\Psi|O|\Psi\rangle}{\langle\Psi|\Psi\rangle}
=\frac{\sum_{v,w}W_{vw}O_{vw}}{\sum_{v,w}W_{vw}},\qquad
W_{vw}=c_v^*c_w\langle v|w\rangle,
$$

where $O_{vw}$ is the estimator. On a bipartite lattice, orient all bonds from A to B. If the odd positions of a loop are on A, this is the orientation of Lemma 1, and the loop overlap is positive. If they are on B, all $2n$ bonds are reversed, which is an even number of sign changes. Hence $\langle v|w\rangle>0$, and for $c_v\ge0$ the normalized weights are probabilities.

Let $p_{\rm ex}$ be the probability of the exchange class. For pairs $(i,j)$ and $(k,l)$ that each join opposite sublattices, Remark 2 gives its contribution as

$$
C_{\rm ex}=\frac3{16}p_{\rm ex}\ge0 .
$$

Setting this class to zero therefore lowers the correlation whenever $p_{\rm ex}>0$.

**Corollary.** Under these conditions, and for four distinct sites,

$$
C_{\rm ex}\le\frac14\left(|\langle\mathbf S_i\cdot\mathbf S_k\rangle|+|\langle\mathbf S_i\cdot\mathbf S_l\rangle|\right).
$$

*Proof.* The exchange class requires $i$ to share a loop with $k$ or with $l$, so $p_{\rm ex}$ is at most the sum of those two probabilities. By the two-spin estimator, whose sign is fixed by the sublattices, the probability that $i$ and $k$ share a loop is $\tfrac43|\langle\mathbf S_i\cdot\mathbf S_k\rangle|$, and likewise for $l$. Multiplying by $3/16$ gives $\tfrac3{16}\cdot\tfrac43=\tfrac14$. $\square$

This bound matters for reading bond correlations near a quantum critical point. If the spin correlations decay exponentially with distance, so does the exchange contribution. A slower decay of the connected bond correlation, if there is one, must then come from the other classes after subtraction of the product of means. If the spin correlations follow a power law, the exchange part may also do so, and dropping it can distort a fitted amplitude or exponent. In a state with long-range antiferromagnetic order the bound does not force the exchange part to vanish at large distance.

## Two loops of four spins

Take eight spins with ket bonds $(0,1),(2,3),(4,5),(6,7)$ and bra bonds $(2,1),(0,3),(6,5),(4,7)$. The loops are $0$-$1$-$2$-$3$ and $4$-$5$-$6$-$7$, and the overlap is $2^{2-4}=0.25$. Choose $i=0$, $k=2$ on the first loop and $j=4$, $l=6$ on the second. Each shared pair is two bonds apart, so both sign products are $+1$.

Direct evaluation with the state vectors gives $0.0625$ for each of the terms $a=b=x,y,z$ and zero for the six terms with $a\ne b$. The sum is

$$
3\times0.0625=0.1875=\frac3{16},
$$

while $\mathbf S_0\cdot\mathbf S_4$ and $\mathbf S_2\cdot\mathbf S_6$ separately give zero. Moving $k$ from site 2 to site 1 changes $\eta_k$, and the result becomes $-0.1875$.

## A resonating-valence-bond state

The second example is the equal-amplitude sum of all nearest-neighbour dimer coverings of the $4\times4$ periodic square lattice, with bonds oriented from A to B. It is a model wave function, not the ground state of a stated Hamiltonian. There are 272 coverings and $272^2=73\,984$ ordered pairs. All pairs are summed, so there is no sampling error.

Let $i=(0,0)$ and $j=(1,0)$, and let $k=(0,r)$ and $l=(1,r)$ be the parallel bond $r$ rows away. The class probabilities are:

| Class | $r=1$ | $r=2$ |
|---|---:|---:|
| one loop, not interlaced | 0.1462 | 0.0586 |
| one loop, interlaced | 0.0018 | 0.0010 |
| $i,j$ and $k,l$ on two loops | 0.1585 | 0.1734 |
| exchange | 0.1585 | 0.0195 |
| a loop with one operator | 0.5349 | 0.7475 |

Here $\Pi=+1$. For $r=1$ the exchange contribution is $\tfrac3{16}\times0.1585=0.0297$, and the full correlation is

$$
0.0822-0.0003+0.0892+0.0297=0.2008 .
$$

The 16-spin wave function gives the same value. The mean on one bond is $\langle\mathbf S_i\cdot\mathbf S_j\rangle=-0.3343$, so the connected correlation is $0.2008-(-0.3343)^2=0.0890$. With the exchange class set to zero it would be $0.0593$, which is 33% below the correct value.

For $r=2$ the exchange contribution is $0.0037$ in a total of $0.1340$. The total changes by about 3%, but the connected correlation falls from $0.0222$ to $0.0185$, or by 17% of its correct value. Subtracting the product of means removes most of the total and leaves the omitted term more visible.

Symmetry explains part of the agreement between the two probabilities $0.1585$ at $r=1$; the rest is read off from the numbers. The four sites form a square plaquette, and reflection in its diagonal through $i$ and $l$ exchanges $j$ with $k$. It maps graphs with $i,j$ and $k,l$ on two loops to graphs with $i,k$ and $j,l$ on two loops. Since the exchange class also includes $i,l$ and $j,k$ on two loops, the equality of the printed probabilities shows that this diagonal arrangement has no weight at the printed precision.

At $r=2$ no such reflection relates the two classes. Neither $k$ nor $l$ is a neighbour of $i$, so a two-site loop cannot join the bonds; each exchange loop needs at least four sites. A four-site loop through $i$ and $k$, or through $j$ and $l$, must run once around the periodic lattice. Graphs with such a loop carry about three quarters of the exchange probability at $r=2$, so this value, and with it the 17% quoted above, is strongly affected by the small lattice: with four columns and six rows the exchange probability at $r=2$ falls from $0.0195$ to about $0.0018$. On a lattice with six or more rows, the shortest loop through $i$ and $k$, or through $j$ and $l$, has six sites. On the $4\times4$ lattice, the exchange probability at $r=2$ is about eight times smaller than at $r=1$; this ratio should not be carried over to larger lattices. Two rows is the largest row separation on this periodic lattice, so these numbers establish no decay law. The numerical output lists the contributions to more digits.

## Values computed for the example and the checks

```
trace lemma, |direct - trace| below 1e-10: True
random transition graphs tested (8 spins each): 60
  matrix elements tested, one loop, not interlaced: 9064
  matrix elements tested, one loop, interlaced: 4532
  matrix elements tested, two loops, ij|kl: 1276
  matrix elements tested, two loops, exchange: 5472
  matrix elements tested, unpaired spin: 13440
  all agree within 1e-11: True
two four-site loops 0-1-2-3 and 4-5-6-7; i=0, j=4, k=2, l=6 (hbar = 1)
  overlap <v|w>: 0.2500
  ratio for Si.Sj alone: 0.0000; Sk.Sl alone: 0.0000
  |component terms|, a=x, b=x,y,z: 0.0625  0.0000  0.0000
  |component terms|, a=y, b=x,y,z: 0.0000  0.0625  0.0000
  |component terms|, a=z, b=x,y,z: 0.0000  0.0000  0.0625
  sum, (Si.Sj)(Sk.Sl): +0.1875
  same with k=1 in place of k=2: -0.1875
RVB state, 4x4 periodic lattice, 16 spins (hbar = 1)
  dimer coverings: 272; pairs: 73984
  <Si.Sj> on a bond: loops -0.334318, wave function -0.334318
parallel bonds, separation in rows: 1
  one loop, not interlaced: weight 0.146175, contribution +0.082223
  one loop, interlaced: weight 0.001837, contribution -0.000344
  two loops, ij|kl: weight 0.158540, contribution +0.089179
  two loops, exchange: weight 0.158540, contribution +0.029726
  unpaired spin: weight 0.534909, contribution +0.000000
  total from loops: 0.200783; from wave function: 0.200783
  total with exchange class set to zero: 0.171057
  connected correlation: +0.089015
  connected, exchange class set to zero: +0.059288
parallel bonds, separation in rows: 2
  one loop, not interlaced: weight 0.058552, contribution +0.032935
  one loop, interlaced: weight 0.000985, contribution -0.000185
  two loops, ij|kl: weight 0.173398, contribution +0.097536
  two loops, exchange: weight 0.019538, contribution +0.003663
  unpaired spin: weight 0.747527, contribution +0.000000
  total from loops: 0.133951; from wave function: 0.133951
  total with exchange class set to zero: 0.130287
  connected correlation: +0.022182
  connected, exchange class set to zero: +0.018518
```
